# Carbon stored in a fluorocarbon wall film compared with C4F8 feed

A polymer film of composition CF$_2$, 100 nm thick and of density 2 g/cm$^3$, holds about 4.0 mmol of carbon when it covers 1 m$^2$ of chamber wall. A C$_4$F$_8$ flow of 20 sccm brings in about 3.6 mmol of carbon per minute. The film therefore stores the carbon of about 67 s, or 1.1 min, of feed.

This compares two amounts of carbon. It gives the time needed to grow the film only if the wall captures carbon as fast as it is fed. The pump also takes a share, and the growth time then depends on how readily the radicals stick.

## The estimate on one line each

The film has a volume of $100\ \mathrm{nm}\times 1\ \mathrm{m^2}=0.1\ \mathrm{cm^3}$ and a mass of 0.2 g. One mole of CF$_2$ units weighs about 50 g and contains one mole of carbon, so the film contains $0.2/50=0.004$ mol of carbon.

One sccm is one cubic centimetre per minute of ideal gas, measured here at 0 °C and 1 atm. A mole of such gas fills about 22.4 litres. The flow is thus $20/22\,400=0.00089$ mol of C$_4$F$_8$ per minute, and four carbon atoms per molecule make this 0.0036 mol of carbon per minute. The ratio is $0.0040/0.0036\approx1.1$ min.

## The two inventories with their factors

Let the film have thickness $d$, area $A$ and mass density $\rho$, and let it be smooth, uniform and free of voids. Its mass is $\rho A d$. With $M_{\mathrm{CF_2}}$ the molar mass of one CF$_2$ unit, the amount of carbon is

$$n_C=\frac{\rho A d}{M_{\mathrm{CF_2}}}
=\frac{0.200\ \mathrm{g}}{50.007\ \mathrm{g/mol}}=4.00\ \mathrm{mmol}.$$

This is $2.4\times10^{21}$ atoms.

For the feed, let $q$ be the volume flow referred to the standard state $p_0=1$ atm, $T_0=273.15$ K. The ideal gas law turns a volume per unit time into an amount per unit time:

$$F=\frac{p_0q}{R_gT_0}=0.892\ \mathrm{mmol/min},$$

where $R_g$ is the gas constant. The temperature here belongs to the definition of the flow unit, not to the gas in the reactor. Each molecule carries four carbon atoms, so the carbon feed is $F_C=4F=3.57$ mmol/min. Dividing the stored amount by the feed gives the equivalent time

$$t_0=\frac{n_C}{F_C}=\frac{\rho A d\,R_gT_0}{4p_0q\,M_{\mathrm{CF_2}}}
=\frac{4.00}{3.57}\ \mathrm{min}=67\ \mathrm{s}.$$

The time is proportional to thickness, density and area, and inversely proportional to flow. Read the other way, one minute of feed contains the carbon of an 89 nm film on the same wall.

There is a second road to the same time. The molecule C$_4$F$_8$ has the composition of four CF$_2$ units, so $M_{\mathrm{C_4F_8}}=4M_{\mathrm{CF_2}}$. Replacing $4M_{\mathrm{CF_2}}$ in $t_0$ gives

$$t_0=\frac{\rho A d}{F M_{\mathrm{C_4F_8}}}
=\frac{0.200\ \mathrm{g}}{0.1785\ \mathrm{g/min}}=1.12\ \mathrm{min}.$$

Film mass over feed mass rate is thus enough when film and gas have the same ratio of fluorine to carbon. For a film with another ratio the mass road no longer counts carbon correctly.

## What the pump removes

To find the growth time, take a cylindrical chamber of radius 25 cm and length 38.7 cm. Its total inner surface is 1 m$^2$ and its volume is $V=75.9$ litres. Before the plasma is lit, the gas is at $p=10$ mTorr and $T=300$ K. It contains $pV/(R_gT)$ moles, and in the steady state the pump removes as much as the feed supplies. The mean residence time is therefore

$$\tau=\frac{pV}{R_gTF}=2.73\ \mathrm{s}.$$

The corresponding pumping speed is $V/\tau=27.8$ litres per second. I hold this speed fixed after ignition and use it for every species, so each is pumped away at the rate $1/\tau=0.366\ \mathrm{s^{-1}}$.

In the plasma, C$_4$F$_8$ breaks up at a rate $\nu$. The model lets each molecule turn directly into four CF$_2$ radicals and takes $\nu=10\ \mathrm{s^{-1}}$ as a rough value. A radical then either reaches the pump or sticks to the wall.

### The wall loss rate

The number of radicals striking unit area per unit time follows from the Maxwell distribution of the velocity component $u$ towards the wall. Let $m$ be the mass of a radical, $n$ the number density of radicals and $k_B$ Boltzmann's constant. Only radicals with $u>0$ arrive, so

$$\Gamma=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/(2k_BT)}\,du .$$

The integral equals $k_BT/m$, and hence

$$\Gamma=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .$$

For CF$_2$ at 300 K the mean speed is $\bar v=356$ m/s.

Let $s$ be the net probability that an impact adds one carbon atom to the film. The word net matters: removal of film by ions and by fluorine has been subtracted. Using one net $s$ for both film growth and radical loss assumes that carbon removed from the film returns to the gas as radicals that can stick again. If the radical density is uniform, the wall removes $s\Gamma A$ radicals per unit time out of a total of $nV$. The loss rate per radical is

$$k=\frac{s\bar vA}{4V}.$$

For $s=10^{-3}$ this is $1.17\ \mathrm{s^{-1}}$, about three times the pumping rate.

### The captured fraction

Measure carbon in seconds of feed, which means dividing every amount by $F_C$. Let $a$ be the carbon in unbroken C$_4$F$_8$, $b$ that in radicals, and $w$ that in the film. The balances are

$$\dot a=1-\alpha a,\qquad \dot b=\nu a-\beta b,\qquad \dot w=kb,$$

with $\alpha=\nu+1/\tau$ and $\beta=k+1/\tau$. The 1 in the first equation is the feed in these units.

In the steady state $\dot a=0$ gives $a=1/\alpha$, and $\dot b=0$ gives $b=\nu/(\alpha\beta)$. The film then grows at the constant rate

$$\eta=kb=\frac{\nu}{\nu+1/\tau}\;\frac{k}{k+1/\tau}.$$

Since the feed rate is 1, $\eta$ is the fraction of the feed carbon that ends in the film. The first factor is the chance that a molecule breaks up before it is pumped away, the second the chance that a radical sticks before it is pumped away.

### The growth time, including the start

At ignition, $t=0$, the chamber already holds gas. The steady state without plasma has feed 1 and loss $a/\tau$, so $a(0)=\tau$, while $b(0)=w(0)=0$. Integrating the first balance from 0 to $t$ gives

$$a(t)-\tau=t-\alpha\int_0^t a\,dt',
\qquad
\int_0^t a\,dt'=\frac{t+\tau-a(t)}{\alpha}.$$

Integrating the second balance gives

$$b(t)=\nu\int_0^t a\,dt'-\beta\int_0^t b\,dt',
\qquad
\int_0^t b\,dt'=\frac{1}{\beta}\left[\nu\int_0^t a\,dt'-b(t)\right].$$

The film carbon is $k$ times the last integral:

$$w(t)=\eta\,[t+\tau-a(t)]-\frac{k}{\beta}\,b(t).$$

After the transients have died out, $a=1/\alpha$ and $b=\nu/(\alpha\beta)$. The last term becomes $k\nu/(\alpha\beta^2)=\eta/\beta$, so that

$$w(t)=\eta\left(t+\tau-\frac1\alpha-\frac1\beta\right).$$

The film is complete when $w=t_0$. Solving for the time yields

$$t=\frac{t_0}{\eta}+\frac1\alpha+\frac1\beta-\tau .$$

The two positive corrections are the delays of break-up and sticking. The term $-\tau$ is the head start given by the gas already present.

For $s=10^{-3}$ the factors are $\nu/\alpha=10/10.37=0.965$ and $k/\beta=1.174/1.540=0.762$, so $\eta=0.735$. The growth time is

$$t\approx\frac{67.2}{0.735}+0.10+0.65-2.73\approx 89\ \mathrm{s}.$$

Numerical integration of the three balances up to the full film gives 89.5 s for this case. The same integration for two other sticking probabilities completes the comparison:

| $s$ | $k$ (s$^{-1}$) | $\eta$ | growth time (s) |
|---|---|---|---|
| $10^{-2}$ | 11.7 | 0.935 | 69 |
| $10^{-3}$ | 1.17 | 0.735 | 89 |
| $10^{-4}$ | 0.117 | 0.234 | 287 |

Flow, chamber, pumping speed and break-up rate are the same in all three rows.

The single pumping speed for all species is a simplification. If the pump line were in free molecular flow, CF$_2$ would be removed twice as fast as C$_4$F$_8$, because it has a quarter of the mass. With the C$_4$F$_8$ speed unchanged, the growth time would then be about 111 s at $s=10^{-3}$ and about 500 s at $s=10^{-4}$.

## Reading the comparison

The boundary between the two regimes lies where sticking and pumping are equally fast, $k=1/\tau$. Inserting $k$ gives

$$s_*=\frac{4V}{\bar vA\tau}\approx3\times10^{-4}.$$

Well above $s_*$ the wall wins. Because break-up is also much faster than pumping here, the growth time is then close to the inventory time. Well below it, $k/\beta\approx k\tau$, and the growth time rises as $1/s$. A small sticking probability can still give high capture because a radical strikes the wall many times before it leaves. The mean number of impacts during one residence time is $\bar vA\tau/(4V)=1/s_*$, about 3000.

The growth time exceeds $t_0$ in all three cases, but this is not a general law. With very fast break-up and sticking, $\eta$ approaches 1, and the gas present at ignition can bring the time below $t_0$. The gain cannot exceed $\tau$: by time $t$ the carbon available is $t+\tau$ seconds of feed, and the film needs $t_0$, so $t\ge t_0-\tau$.

The gas itself stores little. Before ignition it contains 0.162 mmol of carbon, and the film holds about 25 times as much. This ratio is $n_C/(F_C\tau)=t_0/\tau$, the inventory time counted in residence times. It shows why a thin wall film can matter to a later process step. If the whole film were released evenly over ten minutes, it would supply carbon at $67/600$, or about 11%, of the original feed rate, even with the C$_4$F$_8$ valve closed.

## How far the assumptions move the result

### Pressure after ignition

A fixed pumping speed does not mean a fixed pressure. Break-up makes four particles from one, while sticking removes them. In seconds of carbon feed, unbroken gas contributes $a/4$ to the particle count and radicals contribute $b$; before ignition the count is $\tau/4$. At constant temperature the pressure therefore changes by the factor

$$\frac{p_{\mathrm{on}}}{p}=\frac{a/4+b}{\tau/4}=\frac{1+4\nu/\beta}{\alpha\tau}.$$

This is about 0.15, 0.95 and 3.0 for $s=10^{-2}$, $10^{-3}$ and $10^{-4}$. In the last case a controller that restores 10 mTorr must open the throttle. That raises the pumping speed and lowers the captured fraction below the tabulated value. In the first case closing the throttle improves capture but cannot restore 10 mTorr: sticking removes radicals so fast that the model pressure reaches only about 1.6 mTorr even with the throttle fully closed.

### Diffusion to the wall

The uniform density used for $k$ requires radicals to cross the chamber faster than they are lost. With a rough collision diameter $\delta=0.5$ nm and the total gas density $n_g=p/(k_BT)$ before ignition, the mean free path is $\lambda=1/(\sqrt2\,\pi\delta^2n_g)=2.8$ mm. The elementary estimate of the diffusion coefficient is $D=\lambda\bar v/3=0.33\ \mathrm{m^2/s}$.

At the wall, let $\Gamma_+$ and $\Gamma_-$ be the arriving and returning fluxes. In the diffusion approximation their sum is $n\bar v/2$, and their difference is the net flux $J$. Hence $\Gamma_+=n\bar v/4+J/2$. Sticking requires $J=s\Gamma_+$, and eliminating $\Gamma_+$ gives

$$J=\frac{s\bar v}{4(1-s/2)}\,n\equiv hDn .$$

The slowest decaying density in a cylinder of radius $r_0$ and length $L$ is $J_0(xr/r_0)\cos(2yz/L)$, with $z$ measured from the middle and $J_0$, $J_1$ Bessel functions. Setting the outward diffusion flux equal to $hDn$ on the side and end walls fixes $x$ and $y$:

$$xJ_1(x)=hr_0J_0(x),\qquad y\tan y=\frac{hL}{2}.$$

The diffusion equation then gives the decay rate

$$k_D=D\left[\left(\frac{x}{r_0}\right)^2+\left(\frac{2y}{L}\right)^2\right].$$

Solving the two conditions numerically for their lowest roots gives $k_D=10.0\ \mathrm{s^{-1}}$ at $s=10^{-2}$, against 11.7 for uniform density. Using $k_D$ as the wall rate changes the captured fraction merely from 0.935 to 0.931, because sticking remains much faster than pumping. At $s=10^{-3}$ the fraction changes from 0.735 to 0.732. Diffusion is a small correction here. At $s=10^{-2}$ it is smaller still than these numbers suggest, because the pressure in the plasma is lower than before ignition and the radicals diffuse faster. At higher pressure or for strongly sticking radicals the density becomes less uniform, and the wall rate falls further below $k$. The captured fraction suffers only if the wall rate is no longer much larger than the pumping rate.

### Gas temperature

Heating the gas to 600 K at the same initial pressure, molar flow, $\nu$ and $s$ halves the number of molecules in the chamber. The residence time is halved, which means that the pumping speed has been doubled. The mean speed rises by $\sqrt2$, so sticking gains less than pumping. At $s=10^{-3}$ the captured fraction falls from 0.735 to 0.646, and $t_0/\eta$ rises from 91 s to 104 s. This takes the gas next to the wall to be at 600 K as well. If only the core is hot while the wall and the pump port see gas at 300 K, sticking and pumping draw on the same cool gas, and $k\tau$ keeps its 300 K value. Only $\nu\tau$ falls, by at most a half, so the captured fraction stays above 0.71.

### Film composition and density

Suppose the film is CF$_x$ with $x<2$, at the same mass density. Its units are lighter, so it contains more carbon. For $x=1.5$ the equivalent time rises from 67 s to 83 s.

The surplus fluorine must also leave. If it leaves as CF$_4$, it takes carbon along. Let one C$_4$F$_8$ molecule yield $f$ units of CF$_x$ and $g$ molecules of CF$_4$. Carbon and fluorine balance require

$$f+g=4,\qquad xf+4g=8.$$

Four times the first equation minus the second gives $(4-x)f=8$. The fraction of carbon left for the film is

$$\frac f4=\frac{2}{4-x},$$

which is 0.80 for $x=1.5$. The time becomes $83/0.80\approx104$ s before any other pumping loss. If the fluorine leaves without carbon, for instance as SiF$_4$ formed at a silicon surface, this penalty is absent and 83 s stands.

A lower film density acts the other way. A CF$_2$ film of 1.6 g/cm$^3$ needs the carbon of 54 s of feed. The flow unit matters less: if the meter refers its sccm to 25 °C, the same reading delivers fewer moles, and the time is 73 s.

## Beside a real reactor

The chosen pressure, flow and wall area are rough values for an inductively coupled C$_4$F$_8$ plasma used for passivation or dielectric etching. The temperature of 300 K is on the low side for gas in such a plasma, which is why the 600 K case was included; with cool walls its effect is the smaller one given there. The break-up rate depends on plasma density and electron temperature: $\nu=100\ \mathrm{s^{-1}}$ changes the three tabulated times to 67, 87 and 278 s, and $\nu=1\ \mathrm{s^{-1}}$ changes them to 93, 119 and 379 s. Real break-up also passes through intermediate fragments that can be pumped away or can stick themselves.

The assumption most at risk is a single net sticking probability for the whole wall. Wall temperature, ion bombardment and the supply of fluorine differ from place to place, so a real film can be thick on one surface and absent on another. Within the model, changing $s$ from $10^{-2}$ to $10^{-4}$ moves the growth time from 69 s to 287 s at fixed pumping speed, a factor of about four. If removal balances deposition, the net $s$ is zero and no film grows, however long the gas flows. The fate of the removed carbon matters too. If it leaves as a product that does not stick, such as CF$_4$, radicals are lost at the gross rate $k_g$ while the film grows at the net rate $k$, so $\beta=k_g+1/\tau$. A gross sticking probability of $2\times10^{-3}$ with net $s=10^{-3}$ then gives a growth time of 159 s instead of 89 s.

The inventory statement is sturdier. Once the area, mean thickness, density and composition of a film are known, its carbon content follows without any knowledge of how it grew. For the stated CF$_2$ film that content is worth about one minute of the stated feed.

Numbers in the example were calculated in double precision.
